# Maxwell-Wagner relaxation and the long-time poling field in a ferroelectric sphere

A ferroelectric sphere of radius $a$ is embedded in a polymer. Both materials conduct slightly. The sphere has permittivity $\varepsilon_i$ and conductivity $\sigma_i$, the polymer $\varepsilon_m$ and $\sigma_m$. All four are constants, and the permittivities are absolute. In the sphere
$$D=\varepsilon_iE+P ,$$
where $\varepsilon_i$ describes the linear response and $P$ the polarization that can be switched. $P$ is uniform and points along the applied field.

Before $t=0$ there is no field, no free charge and no net polarization. At $t=0$ a field $E_0$ along $z$ is switched on far from the sphere, and it is then held. The polymer is large enough for the sphere to count as isolated, until part (g). Conduction is ohmic, the electrodes replace carriers that leave the material, and magnetic induction is negligible, so that $\mathbf E=-\nabla\Phi$.

The numerical example uses relative permittivities 1000 (sphere) and 10 (polymer), $\sigma_i=2\times10^{-13}$ S/cm, $\sigma_m=1\times10^{-13}$ S/cm and $E_0=0.05$ MV/cm at 373 K. These are round model values.

## (a) Where can free charge gather?

**Question.** Find how a free charge density inside either material evolves, and state what this implies for the potential.

**Solution.** Charge conservation reads $\partial\rho/\partial t=-\nabla\cdot\mathbf J$, and Gauss's law is $\rho=\nabla\cdot\mathbf D$. Together they give
$$\nabla\cdot\left(\mathbf J+\frac{\partial\mathbf D}{\partial t}\right)=0. \tag{1}$$
Inside one material $\mathbf J=\sigma\mathbf E$. Since $P$ is uniform, $\nabla\cdot\mathbf P=0$ there, and $\rho=\varepsilon\nabla\cdot\mathbf E$. Hence
$$\frac{\partial\rho}{\partial t}=-\sigma\nabla\cdot\mathbf E=-\frac{\sigma}{\varepsilon}\rho .$$
The density starts at zero and therefore stays zero. Free charge can gather only at the interface, where $\sigma$, $\varepsilon$ and $P$ can jump. In both bulk regions $\nabla^2\Phi=0$.

## (b) The field on both sides of the interface

**Question.** Let $E(t)$ be the field inside the sphere. Express the radial field just outside the surface through $E$ and $E_0$.

**Solution.** The applied potential $-E_0r\cos\theta$ has the angular form $\cos\theta$. The interface is spherical and $P$ lies along $z$, so no other angular form is excited. The solutions of Laplace's equation with this form are $r\cos\theta$ and $\cos\theta/r^2$. The second diverges at the centre and is excluded inside:
$$\Phi_i=-E\,r\cos\theta,\qquad \Phi_m=-E_0r\cos\theta+\frac{p\cos\theta}{r^2}.$$
The inner field is thus uniform, which agrees with the assumption of a uniform $P$: every point of the sphere sees the same field history.

Continuity of $\Phi$ at $r=a$ gives
$$-Ea=-E_0a+\frac{p}{a^2}\quad\Rightarrow\quad \frac{p}{a^3}=E_0-E .$$
The outer radial field at the surface is
$$-\frac{\partial\Phi_m}{\partial r}\bigg|_a=\left(E_0+\frac{2p}{a^3}\right)\cos\theta=(3E_0-2E)\cos\theta. \tag{2}$$
The inner radial field is $E\cos\theta$. A weak inner field therefore goes with a strong polymer field at the pole, up to $3E_0$ when $E=0$.

## (c) The equation of motion and the relaxation time

**Question.** Derive the differential equation for $E(t)$ after the step. Find the initial field, and the relaxation time when $P$ is constant.

**Solution.** Let the free interface charge be $q\cos\theta$ per area. It grows by what arrives from inside minus what leaves outward, and it equals the jump in normal $D$:
$$\frac{dq}{dt}=\sigma_iE-\sigma_m(3E_0-2E), \tag{3}$$
$$q=\varepsilon_m(3E_0-2E)-\varepsilon_iE-P. \tag{4}$$
For $t>0$, $E_0$ is constant. Differentiating (4) gives
$$\frac{dq}{dt}=-(\varepsilon_i+2\varepsilon_m)\frac{dE}{dt}-\frac{dP}{dt}.$$
Equating this to (3) and collecting terms yields
$$(\varepsilon_i+2\varepsilon_m)\frac{dE}{dt}+(\sigma_i+2\sigma_m)E+\frac{dP}{dt}=3\sigma_mE_0. \tag{5}$$
The radius has dropped out.

During the step itself a finite current has no time to deliver charge, so $q(0^+)=0$. Switching has not begun either, so $P(0^+)=0$. Equation (4) then gives
$$E(0^+)=\frac{3\varepsilon_m}{\varepsilon_i+2\varepsilon_m}E_0. \tag{6}$$
With $dP/dt=0$, equation (5) is linear with constant coefficients. Its homogeneous solution decays as $e^{-t/\tau}$, with
$$\tau=\frac{\varepsilon_i+2\varepsilon_m}{\sigma_i+2\sigma_m}. \tag{7}$$
This is the Maxwell-Wagner time of the isolated sphere. It generally differs from the bulk times $\varepsilon_i/\sigma_i$ and $\varepsilon_m/\sigma_m$, because the interface charge is fed and screened through both materials together.

For the example, with $\varepsilon_0=8.854\times10^{-14}$ F/cm,
$$\tau=\frac{(1000+20)\times8.854\times10^{-14}}{(2+2)\times10^{-13}}\ \text{s}=226\ \text{s}=3.8\ \text{min},$$
$$E(0^+)=\frac{30}{1020}\times0.05=0.00147\ \text{MV/cm}.$$
At first the sphere receives about 3% of the applied field.

## (d) The long-time field

**Question.** Find the field that remains after a long hold. Which material constants fix it, does switching alter it, and what happens to the mismatch in $D$?

**Solution.** Suppose at least one conductivity is nonzero. Define
$$E_\infty=\frac{3\sigma_m}{\sigma_i+2\sigma_m}E_0 \tag{8}$$
and $u=E-E_\infty$. Dividing (5) by $\varepsilon_i+2\varepsilon_m$ gives
$$\frac{du}{dt}+\frac{u}{\tau}=-\frac{1}{\varepsilon_i+2\varepsilon_m}\frac{dP}{dt}.$$
Once $P$ has settled, the right side vanishes and $u$ decays as $e^{-t/\tau}$. The field tends to $E_\infty$ whatever the final $P$. If $P$ never changes,
$$E(t)=E_\infty+\left[E(0^+)-E_\infty\right]e^{-t/\tau}. \tag{9}$$

Neither permittivity nor $P$ appears in (8). In the steady state $q$ is constant, so (3) reduces to $\sigma_iE=\sigma_m(3E_0-2E)$: the current entering the interface must leave it. Gauss's law still holds, but it now determines the charge instead of the field. From (8),
$$3E_0-2E_\infty=3E_0\,\frac{\sigma_i+2\sigma_m-2\sigma_m}{\sigma_i+2\sigma_m}=\frac{3\sigma_iE_0}{\sigma_i+2\sigma_m},$$
and (4) becomes
$$q_\infty=\frac{3E_0(\varepsilon_m\sigma_i-\varepsilon_i\sigma_m)}{\sigma_i+2\sigma_m}-P. \tag{10}$$
The interface charge absorbs every mismatch due to permittivity and polarization.

Three limits show the role of the conductivities. If $\sigma_m=0$ but $\sigma_i>0$, the sphere screens itself and $E_\infty=0$. If $\sigma_i=\sigma_m$, then $E_\infty=E_0$, however different the permittivities are. If $\sigma_i=0$ but $\sigma_m>0$, current flows around the sphere and $E_\infty=1.5E_0$. If both conductivities vanish, $\tau$ is infinite and, as long as $P$ does not change, the field keeps its initial value (6), which the permittivities fix.

In the example
$$E_\infty=\frac{3}{2+2}\times0.05=0.0375\ \text{MV/cm},$$
about 25 times the initial field. Without switching, (9) gives 0.0144 MV/cm at 100 s, 0.0280 MV/cm at 300 s and 0.0371 MV/cm at 1000 s.

The causal claim can be tested by changing one pair of constants at a time. A direct numerical solution of (1) on a radial mesh, with $E_0$ fixed and no switching, gives:

| Case | $E(0^+)$ (MV/cm) | $E_\infty$ (MV/cm) | $\tau$ (s) |
|---|---|---|---|
| reference | 0.00147 | 0.0375 | 225.7 |
| relative permittivities 300 and 30 | 0.0125 | 0.0375 | 79.7 |
| $\sigma_i$ raised 100 times | 0.00147 | 0.00074 | 4.47 |

In the table, the new permittivities alter the start and the speed but not the end. A new conductivity ratio leaves the start alone and alters the end.

The hold must be long enough. For $t\ll\tau$, equation (9) gives
$$E\approx E(0^+)+[E_\infty-E(0^+)]\frac{t}{\tau}.$$
The field stays near its dielectric value only while the second term is small compared with $E(0^+)$. Here the two are equal at $t/\tau=0.00147/0.0360\approx0.04$, or about 9 s. Conduction thus matters well before one relaxation time has passed.

## (e) How long does poling take?

**Question.** Let the sphere have a square hysteresis loop: $P$ stays at zero until $E$ reaches the coercive field $E_c$, then rises to $P_r$ at $E=E_c$, and stays there. Find the poling time for $E(0^+)<E_c<E_\infty$. Take $E_c=0.015$ MV/cm and $P_r=20$ µC/cm².

**Solution.** Before switching, (9) applies. Setting $E(t_c)=E_c$ gives
$$e^{-t_c/\tau}=\frac{E_\infty-E_c}{E_\infty-E(0^+)}\quad\Rightarrow\quad t_c=\tau\ln\frac{E_\infty-E(0^+)}{E_\infty-E_c}. \tag{11}$$
While $P$ rises, $E=E_c$ and $dE/dt=0$. Since $3\sigma_mE_0=(\sigma_i+2\sigma_m)E_\infty$, equation (5) becomes
$$\frac{dP}{dt}=(\sigma_i+2\sigma_m)(E_\infty-E_c).$$
The right side is constant, so the plateau lasts
$$t_s=\frac{P_r}{(\sigma_i+2\sigma_m)(E_\infty-E_c)}. \tag{12}$$
Conduction must deliver the charge that compensates the new polarization. If switching ran ahead of that supply, its depolarizing field would pull $E$ below $E_c$ and stop it.

The numbers are
$$t_c=226\ln\frac{0.0375-0.00147}{0.0375-0.0150}\ \text{s}=106\ \text{s},$$
$$t_s=\frac{20\times10^{-6}\ \text{C/cm}^2}{4\times10^{-13}\ \text{S/cm}\times2.25\times10^{4}\ \text{V/cm}}=2222\ \text{s}.$$
The total is 2329 s, or 39 min. The plateau alone lasts almost ten relaxation times, so $\tau$ by itself would badly underestimate the hold. Afterwards the field rises to the same $E_\infty=0.0375$ MV/cm. By (10), the interface charge amplitude ends at $-23.25$ µC/cm², compared with $-3.25$ µC/cm² at $P=0$.

The mesh solution, with the square loop replaced by the steep law $dP/dt=200(\sigma_i+2\sigma_m)(E-E_c)$, gives 2340 s. The difference follows from this law. On its plateau, $200(E-E_c)=E_\infty-E$, so $E-E_c=(E_\infty-E_c)/201$. The driving difference $E_\infty-E$ is then smaller by the factor $200/201$, which lengthens the plateau by 0.5%, or 11 s. The approach to the plateau adds about $\tau/201\approx1$ s, so the steep law itself gives 2341 s, within about a second of the mesh value.

The condition $E_\infty>E_c$ requires $E_0>0.015/0.75=0.020$ MV/cm. With the dielectric ratio 0.0294 in place of 0.75, 0.51 MV/cm is needed merely to reach $E_c$. Completing the switch without conduction requires, by (4) with $q=0$, $E_0=[(\varepsilon_i+2\varepsilon_m)E_c+P_r]/3\varepsilon_m=8.0$ MV/cm. The value 0.020 MV/cm suffices only for a long hold; as $E_\infty$ approaches $E_c$, $t_s$ diverges.

## (f) What happens when the electrodes are shorted?

**Question.** After a long hold, $E_0$ is suddenly set to zero. Does the field left in the sphere support or oppose the poled state?

**Solution.** Neither $q$ nor $P$ changes during the sudden step. Equation (4) therefore relates the changes by
$$0=\varepsilon_m(-3E_0-2\Delta E)-\varepsilon_i\Delta E\quad\Rightarrow\quad\Delta E=-\frac{3\varepsilon_mE_0}{\varepsilon_i+2\varepsilon_m}=-E(0^+).$$
The remaining field is
$$E_\infty-E(0^+)=\frac{3E_0(\varepsilon_i\sigma_m-\varepsilon_m\sigma_i)}{(\sigma_i+2\sigma_m)(\varepsilon_i+2\varepsilon_m)}. \tag{13}$$
It supports the poled state if $\sigma_i/\sigma_m<\varepsilon_i/\varepsilon_m$ and points against the former field if the inequality is reversed; for equal ratios it vanishes. In the example the ratios are 2 and 100, and the remaining field is $+0.0360$ MV/cm. With $\sigma_i$ raised 100 times, the conductivity ratio is 200 and the field is $-0.00073$ MV/cm. This second case illustrates only the sign: its $E_\infty$ lies far below the coercive field of part (e), so a sphere with that loop would not have been poled at this $E_0$.

If $P$ stays fixed, (5) with $E_0=0$ makes this field decay with the same $\tau$. At the end $E=0$ and $q=-P$: the polarization is fully compensated and no depolarizing field is left.

## (g) A finite fraction of spheres

**Question.** Model a composite with sphere fraction $\phi$ by a cell: a sphere in a polymer shell of outer radius $b$, with $\phi=a^3/b^3$ and the potential $-\bar E r\cos\theta$ imposed at $r=b$. Here $\bar E$ is the mean field. How do $\tau$ and $E_\infty$ change?

**Solution.** Write the shell potential as $-E_mr\cos\theta+p\cos\theta/r^2$. Matching at $a$ and at $b$ gives
$$E=E_m-\frac{p}{a^3},\qquad \bar E=E_m-\frac{p}{b^3}=E_m-\phi(E_m-E).$$
Hence $E_m=(\bar E-\phi E)/(1-\phi)$. As in (2), the outer radial field at the pole is
$$3E_m-2E=\frac{3\bar E-3\phi E-2(1-\phi)E}{1-\phi}=\frac{3\bar E-(2+\phi)E}{1-\phi}.$$
Putting this into the balance of part (c) and multiplying by $1-\phi$ replaces each sum $\kappa_i+2\kappa_m$ by $(1-\phi)\kappa_i+(2+\phi)\kappa_m$, where $\kappa$ is $\varepsilon$ or $\sigma$:
$$\tau_\phi=\frac{(1-\phi)\varepsilon_i+(2+\phi)\varepsilon_m}{(1-\phi)\sigma_i+(2+\phi)\sigma_m},\qquad E_{\infty,\phi}=\frac{3\sigma_m\bar E}{(1-\phi)\sigma_i+(2+\phi)\sigma_m}. \tag{14}$$
For $\phi\to0$ the earlier results return; for $\phi\to1$ the inner field becomes $\bar E$, as it must when the sphere fills the cell. With $\phi=0.10$ and $\bar E=0.05$ MV/cm held fixed, $\tau_\phi=209$ s and $E_{\infty,\phi}=0.0385$ MV/cm. Relative to the isolated sphere, the time falls by 7% and the field rises by 3%. Of the material constants, only the conductivities enter the final field, as before.

## (h) How far can the numbers be trusted?

**Question.** Compare the model with a warm-poled composite of ferroelectric ceramic grains in a polar polymer. Which assumptions are most at risk?

**Solution.** The permittivities, coercive field and polarization are plausible round values for the separate constituents, not effective values of the composite. The conductivities are the least certain inputs, since they depend strongly on temperature, moisture and purity. A filler fraction of 10% is low for a piezoelectric composite, and (14) does not describe touching grains. The most exposed assumption is the carrier supply. For a rough mobility of $10^{-9}$ cm²/Vs, the polymer holds mobile charge $\sigma_m/\mu=10^{-4}$ C/cm³. One hemisphere needs $\pi a^2|q_\infty|$, while the polymer belonging to one sphere holds $\tfrac43\pi a^3(1-\phi)/\phi$ times that density. For $a=5000$ nm and $\phi=0.10$ the ratio is
$$\frac{23.25\times10^{-6}}{12\times5\times10^{-4}\times10^{-4}}\approx39 .$$
If the electrodes block carriers and no others are generated, the polymer can supply only about 1/39 of the final interface charge, or 0.6 µC/cm². By (4), an amplitude of about 1.2 µC/cm² is needed just to bring the inner field to $E_c$, so in this estimate switching does not even begin. The supply grows in proportion to $a$ and reaches this threshold near $a=10$ µm.

**Field-dependent conduction.** If traps limit the polymer current, the Poole-Frenkel law with a rough optical relative permittivity of 2.2 raises $\sigma_m$ at the pole, relative to its value at $E_0$, by a factor of about 13 initially and 2.2 at the final field. Applying the factor 2.2 to the whole polymer would move $E_\infty$ from 0.0375 to 0.052 MV/cm. This greatly overestimates the shift, because the factor 2.2 applies only at the poles, while over about half of the surface the field is below $E_0$, and because the pole field itself falls, both through the larger inner field and because the polymer conducts better where the field is high. Solving the steady current balance with the law applied point by point gives a slightly nonuniform inner field of only about 0.040 MV/cm, with a pole field of about 0.059 MV/cm and a factor of about 1.4 there. The poling time is more sensitive: with the inner field held at $E_c$, the same law shortens the plateau from 2222 s to roughly 1300 s. The conductivities should be measured near the poling field.

**Temperature.** Suppose both conductivities have an activation energy of 0.8 eV, a rough value. At 298 K, with the permittivities held fixed, $\tau$ becomes 33 h while $E_\infty$ is unchanged, since the ratio of conductivities is unchanged. If instead only $\sigma_m$ is activated, heating by 10 K from 373 K raises it 1.9 times, shortens $\tau$ to 155 s and lifts $E_\infty$ to 0.049 MV/cm.

**Breakdown and heating.** The largest polymer field is $3E_0-2E(0^+)=0.147$ MV/cm, about 7% of a rough breakdown field of 2 MV/cm. The final field in the sphere is about 38% of a rough 0.1 MV/cm for the ceramic. Joule heating of the polymer during poling stays below 2.6 K in this model, even with no heat loss and the largest field kept throughout, for a heat capacity of 2 J/(cm³ K). This assumes a constant $\sigma_m$. Multiplying by the initial Poole-Frenkel factor of about 13 would give about 32 K, but this is a gross overestimate at fixed temperature. With that law the pole field on the plateau drops to about 0.08 MV/cm and the plateau shortens, which leaves about 1 K at the pole over the plateau. These are values at the pole; heat spreads over millimetres during the hold, and far from the sphere the ohmic figure is 0.3 K. The rise of a thermally activated conductivity on warming is not included. These margins are for the smooth, isolated sphere with the free charge as a sheet exactly at the interface; sharp grains and voids are not included. The final sheet holds about $1.5\times10^{14}$ charges per cm² at the pole. If it lies on the polymer side, the field between it and the ceramic is $(\varepsilon_iE_\infty+P_r)/\varepsilon_m\approx26$ MV/cm, and the model does not describe that thin layer. The remaining computed values are in the numerical output below.

## Computed values

```
relative permittivity sphere, matrix: 1000, 10
conductivity sphere, matrix: 2.0e-13, 1.0e-13 S/cm
applied field E0: 0.0500 MV/cm
coercive field: 0.0150 MV/cm
switched polarization P_r: 20.0 uC/cm2
poling temperature: 373 K
tau formula, solver: 225.8, 225.7 s
tau: 3.76 min
initial inner field formula: 0.00147 MV/cm
initial inner field solver: 0.00147 MV/cm
final inner field formula: 0.03750 MV/cm
final inner field solver: 0.03750 MV/cm
initial, final E/E0: 0.0294, 0.7500
E at 100 s, no switching, formula, solver: 0.01436, 0.01437 MV/cm
E at 300 s, no switching, formula, solver: 0.02796, 0.02796 MV/cm
E at 1000 s, no switching, formula, solver: 0.03707, 0.03707 MV/cm
solver, eps 300 and 30: tau 79.68 s, E initial 0.01250, final 0.03750 MV/cm
solver, sig_i x 100: tau 4.47 s, E initial 0.00147, final 0.00074 MV/cm
solver, phi = 0.10: tau 209.09 s, E initial 0.00163, final 0.03846 MV/cm
final interface charge, P = 0: -3.25 uC/cm2
final interface charge, P = P_r: -23.25 uC/cm2
inner field after shorting: 0.03603 MV/cm
same, sig_i x 100, solver: -0.00073 MV/cm
time to reach coercive field: 106.3 s
time on switching plateau: 2222 s
total poling time formula: 2329 s
total poling time solver: 2340 s
total poling time: 38.8 min
plateau time / tau: 9.84
solver field at mid-plateau: 0.01511 MV/cm
solver final field after switching: 0.03750 MV/cm
polymer field at pole, initial: 0.1471 MV/cm
polymer field at pole, final: 0.0750 MV/cm
rough breakdown polymer, ceramic: 2.0, 0.1 MV/cm
largest field / breakdown, polymer, ceramic: 0.074, 0.375
Poole-Frenkel optical permittivity (rough): 2.2
Poole-Frenkel sig_m factor at pole vs E0, initial, final: 12.7, 2.23
final E if all sig_m had final factor: 0.0517 MV/cm
activation energy (rough): 0.8 eV
tau at 298 K, both activated: 32.9 h
10 K hotter, only sig_m activated, sig_m factor: 1.92
  then tau 154.9 s, final E 0.0493 MV/cm
phi = 0.10 formula: tau 209.1 s, final E 0.03846 MV/cm
heat capacity (rough): 2.0 J/(cm3 K)
Joule heating bound, no heat loss: 2.52 K
polymer carrier mobility (rough): 1e-09 cm2/Vs
sphere radius: 5000 nm
Debye length in polymer: 169 nm
charge needed / mobile charge in polymer: 39
```
